Ehrenfest+R: Restoring Golden-Rule Decay with a Random-Phase Field

The result

A two-level emitter with gap ω and transition dipole μ sits in a one-dimensional classical Maxwell field. Let n be its excited population and σ its coherence. Mean-field (Ehrenfest) dynamics removes population at the rate Γ|σ|², whereas the golden rule demands Γn. Two additions to the density matrix repair this:

extra population transfer: n' = −Γ(n − |σ|²)
extra dephasing: σ' = −Γnσ

A prime on a function of time is a time derivative. The energy released by the extra transfer goes into a second field, built from small kicks E_R → E_R + αξ(x), where ξ is the emitter's profile and

α = sgn(sin θ) √[ (c dt/Λ) · 2δU/(ε0 A N) ], θ = ωt + φ.

Here δU is the energy released in the step dt, A is the mode area, N = ∫ξ² dx, Λ is a self-interference length derived below, and φ is a phase drawn once per trajectory. Energy is then conserved on the average over φ. In a single trajectory it is generally not conserved, because the two fields interfere.

The result concerns decay rates and energies, not the radiative frequency shift. It holds to leading order in Γ/ω, for envelopes that vary slowly over an optical cycle, and for one emitter in open space. The algebra uses atomic units, with ħ = 1 and ε0 = 1/(4π).

The naive scheme

Let ρ be the emitter's density matrix, with n = ρ_ee, ρ_gg = 1 − n and σ = ρ_eg. The profile ξ is an even Gaussian of width s with ∫ξ dx = 1. The emitter feels e = ∫ξE dx, so its Hamiltonian has H_ee = ω, H_gg = 0 and H_eg = H_ge = −μe. From iρ' = [H, ρ],

i n' = H_eg ρ_ge − ρ_eg H_ge = −μe(σ* − σ) = 2iμe Im σ
i σ' = ωσ + H_eg(ρ_gg − ρ_ee) = ωσ − μe(1 − 2n),

and therefore

n' = 2μe Im σ
σ' = −iωσ + iμe(1 − 2n).

The mean dipole is p = 2μ Re σ. The field term in σ' is purely imaginary and drops out of p':

p' = 2μ Re(−iωσ) = 2μω Im σ.

This is the current that drives the field. With the sign of B chosen so that a right-moving wave has E = cB,

∂E/∂t = −c² ∂B/∂x − p'ξ/(ε0A)
∂B/∂t = −∂E/∂x.

Let U = (ε0A/2)∫(E² + c²B²)dx. Then

U' = −ε0Ac² ∫(E ∂B/∂x + B ∂E/∂x)dx − p'∫ξE dx = −e p',

because the first integrand is the derivative of EB and the field vanishes at the ends. The emitter energy changes by ωn' = 2μωe Im σ = e p'. Hence ωn + U is conserved. The naive scheme has no fault in its energy balance; its fault lies in the rate.

What goes wrong: the rate

To find the rate we need the emitter's own field at its own position. The combinations F = E + cB and G = E − cB move right and left. For F,

∂F/∂t + c ∂F/∂x = −p'ξ/(ε0A),
F(x,t) = −(1/(ε0A)) ∫₀^∞ p'(t−τ) ξ(x−cτ) dτ,

and G is its mirror image. Since E = (F + G)/2 and K(y) = ∫ξ(x)ξ(x−y)dx is even,

e(t) = −(1/(ε0A)) ∫₀^∞ p'(t−τ) K(cτ) dτ.

For p' oscillating as e^(−iωt) this multiplies p' by −(1/(ε0A)) ∫₀^∞ K(cτ)e^(iωτ)dτ. The real part of the integral is half of the full cosine transform of K, divided by c. As K is ξ convolved with itself, that real part is f²/(2c), with

f = ∫ξ cos(ωx/c)dx = exp(−ω²s²/(2c²)).

The imaginary part gives a field a quarter cycle out of step with p'. It does no work on average. It shifts the frequency. For Γ ≪ ω and an emitter narrower than c/ω this shift is small compared with ω, though not always small compared with Γ. It is dropped here because only the rates are sought. Then

e ≈ −f²p'/(2ε0cA), so μe = −Γ Im σ, with Γ = ωμ²f²/(ε0cA).

Inserting this gives n' = −2Γ(Im σ)². Over a cycle (Im σ)² averages to |σ|²/2. In σ' the reaction term is

−iΓ(1−2n) Im σ = −(Γ/2)(1−2n)(σ − σ*),

and σ*, which rotates the opposite way, averages out. Thus

n' = −Γ|σ|²
|σ|' = −(Γ/2)(1 − 2n)|σ|.

A pure state has |σ|² = n(1−n), so n' = −Γn(1−n). Dividing by n(1−n) gives d/dt ln[n/(1−n)] = −Γ, and with n₀ = n(0)

n(t) = n₀ / [n₀ + (1−n₀)e^(Γt)].

For n₀ ≪ 1 this is ordinary exponential decay at the rate Γ. For n₀ = 1 nothing happens: there is no mean dipole, hence no classical radiation.

What the rate should be

Quantize the field on a long ring of length L. Odd modes do not couple to an even profile. The even modes √(2/L) cos kx, with k = 2πm/L and ω_k = ck, have field amplitude √(ω_k/(2ε0A)), so the coupling is

g_k = μ f_k √(ω_k/(ε0AL)),

where f_k is the form factor at k. The density of these modes in frequency is L/(2πc), and the golden rule gives

2πg² · L/(2πc) = ωμ²f²/(ε0cA) = Γ.

This is the same Γ that radiation reaction produced. In the rotating-wave approximation the ground state with no photon is stationary, and the excited amplitude is multiplied by a(t), with |a| ≈ e^(−Γt/2). A superposition therefore has n = n₀|a|² and |σ| = |σ(0)||a|:

n' = −Γn, |σ|' = −(Γ/2)|σ|.

The missing terms

Subtract the mean-field rates from these:

population: −Γn + Γ|σ|² = −Γ(n − |σ|²)
coherence: −Γ/2 + (Γ/2)(1 − 2n) = −Γn.

The first is relaxation with rate constant k_R = Γ(1 − |σ|²/n), which is not negative because |σ|² ≤ n(1−n) ≤ n. The second is pure dephasing at γ_R = Γn. An incident pulse adds its own field to e and leaves the reaction terms as they were. Apart from the frequency shift dropped above, the cycle-averaged sum is therefore the optical Bloch equations, with population decay Γ and coherence decay Γ/2. In σ' that shift is multiplied by 1 − 2n, so it varies as a pulse excites the emitter. When it is not small compared with Γ, it can change the populations too.

In free decay |σ|² and n both fall as e^(−Γt), so |σ|²/n keeps its initial value. For a pure start that value is 1 − n₀, and k_R = Γn₀. At n₀ = 1 the whole decay comes from the added term, so the law there is put in by hand. At n₀ = 0.5 half of it comes from the propagated Maxwell field, and agreement there means more. For a pure start with n₀ ≪ 1, k_R is much smaller than Γ, so the correction becomes negligible, as it should.

Sending out the missing energy

A wave at frequency ω from a small source carries power that pulses as sin²θ. To match this moment by moment, the relaxation is modulated by m = 2 sin²θ, whose cycle average is 1. The energy released in one step is

δU = ωΓ(n − |σ|²) m dt.

The modulation must not spoil the positivity of ρ. Let D = n(1−n) − |σ|² be its determinant. The Hamiltonian motion leaves D unchanged. The added terms give

D' = (1−2n)n' − (|σ|²)' = −mΓ(1−2n)(n − |σ|²) + 2Γn|σ|².

On the boundary D = 0 we have |σ|² = n(1−n) and n − |σ|² = n², so

D' = Γn²[−m(1−2n) + 2(1−n)] = Γn²[mn + (2−m)(1−n)] ≥ 0,

since 0 ≤ m ≤ 2. The continuous equations cannot carry the state out of the physical region.

The obvious choice of kick gives each αξ the energy it would have alone, (ε0A/2)α²N = δU. This is wrong because a kick has not left the emitter region when the next one arrives, and their amplitudes add. Let the kicks be α_j = a sin(ωt_j + φ) at times dt apart. Each adds α_jξ to both F and G. To the right of the emitter, with y = c(t − t_j) and k = ω/c,

F = Σ_j α_j ξ(x − c(t−t_j))
 ≈ (a/(c dt)) ∫ξ(x−y) sin(ωt − ky + φ)dy
 = (af/(c dt)) sin(ωt − kx + φ).

The last line substitutes y = x − u and uses the evenness of ξ. A right-moving wave has energy ε0AF²/4 per unit length, and the left-moving wave carries as much. The energy leaving per step is therefore

2 · c dt · (ε0A/4)F² = ε0A f²α²/(2c dt),

with α taken at the emission time. Setting this equal to δU,

α² = 2c dt δU/(ε0Af²) = (c dt/Λ) · 2δU/(ε0AN), Λ = f²/N.

For the Gaussian N = 1/(2√π s), so Λ = 2√π s f². Without the factor c dt/Λ the emitted energy would be too large by the factor Λ/(c dt), an error that grows as the step is refined. The sign of sin θ turns √δU, which is proportional to |sin θ|, into a smooth oscillation. Only E is kicked; propagation then produces the matching B.

Why the added field is kept apart

If the kicks entered the field that the emitter feels, they would drive it. By the radiation-reaction formula, with −p'/(ε0A) replaced by α/dt, their field at the emitter is e_R = f²α/(2c dt). For n = 1 and σ = 0, δU = 2ωΓ sin²θ dt, so

α/dt = (2/f) √(cωΓ/(ε0A)) sin θ
μe_R = μf √(ωΓ/(ε0cA)) sin θ = Γ sin θ.

This is a resonant drive with Rabi frequency Γ, as strong as the decay itself. The quarter-cycle part of the field, dropped in that formula, is also resonant and adds in quadrature; it raises the Rabi frequency to 1.03Γ for the 200 Å emitter below and to 1.18Γ for the 500 Å one. The added field is therefore stored in its own array and left out of e, while the total field is the sum of both arrays. With self-driving deliberately switched on, the phase-averaged population starting from n = 1 departs from e^(−Γt) by up to 0.033 on the first grid used below. This number depends on the step, because a kick first acts on the emitter one step after its release.

Energy balance and the role of the phase

Call the Ehrenfest field E₁; it includes any incident light. The energy of E₁ + E_R is U₁ + U_R + U×, where U× is bilinear in the two fields. Averaged over a cycle, U_R rises at the rate at which relaxation lowers ωn, to leading order. Within a cycle the near field also stores and returns some energy. That leaves U×.

Replace φ by φ + π. The modulation m is unchanged, and since E_R does not act on the emitter, n, σ and E₁ are unchanged too. E_R reverses sign, and so does U×. The interference energy therefore cancels within the pair φ, φ + π, and also in the average over uniformly random phases.

In a single free-decay trajectory it can be large. The two waves have the same shape and, apart from the shift dropped above, the same frequency. Their cycle-averaged powers are

P₁ = ωΓ|σ|² = ωΓn₀(1−n₀)e^(−Γt)
P_R = ωΓ(n − |σ|²) = ωΓn₀²e^(−Γt)

for a pure start. At relative phase δ the interference power is 2√(P₁P_R) cos δ. Integrating over time,

U× = 2ωn₀ √(n₀(1−n₀)) (1 − e^(−Γt)) cos δ.

Over N_φ independent phases the mean of cos δ has root-mean-square value 1/√(2N_φ), so the energy error of the ensemble falls only as the inverse square root of its size. Drawing phases in pairs removes it.

The split also has a physical meaning. The phase-averaged field carries ωn₀(1−n₀), the energy of the coherent light radiated by the mean dipole. The random-phase part carries ωn₀². Together they make ωn₀.

The algorithm

Take a grid with spacing dx = c dt. One step then consists of:

1. Local solve. Hold propagation still. The emitter's current changes E by −(p − p_start)ξ/(ε0A), so e = e_start − N(p − p_start)/(ε0A). Integrate n and σ with this e by a fourth-order Runge–Kutta step, then add the change of E to F and G of the Ehrenfest array.
2. Relaxation. Compute δU from the current n and σ, lower n by δU/ω, and multiply σ by exp(−Γn dt), with n taken before it is lowered.
3. Kick. Add αξ to F and G of the second array.
4. Transport. Shift F one cell to the right and G one cell to the left. In vacuum this involves no discretization error.

The dephasing in step 2 also changes p, but no current is assigned to that change. Compared with the optical current it is of relative order Γ/ω.

Free decay in numbers

Take round model parameters: gap 2 eV, dipole 2 e·Å, mode area 40 Å², width 200 Å, and c dt = 80 Å. The area corresponds to a mode only about 6 Å across, against a wavelength of 6200 Å. It is not meant to describe a real device; it is chosen to make the lifetime short enough to simulate easily. The squared form factor is f² = 0.960. In atomic units 1/(ε0c) = 4π/137.04 = 0.0917, and with μ²/A = 4/40 = 0.1

Γ = 0.0917 × 2 eV × 0.1 × 0.960 = 0.0176 eV,

a lifetime of 37.4 fs and Γ/ω = 0.0088. The self-interference length is 2√π × 200 Å × 0.960 = 680 Å, so omitting the interference of the kicks would multiply the added field's energy by 680/80 = 8.5.

The ensembles use four random phases, each with its three quarter-turn partners. The reference is a diagonalization of the emitter with 271 quantized modes, limited to one excitation, the rotating-wave approximation and frequencies up to three times the gap. Populations at t = 1/Γ are:

n₀ = 1.0: Ehrenfest 1.000, corrected 0.368, quantum 0.370
n₀ = 0.8: Ehrenfest 0.597, corrected 0.295, quantum 0.296
n₀ = 0.5: Ehrenfest 0.270, corrected 0.184, quantum 0.185

The plain Ehrenfest values follow the logistic law within 0.002 throughout the run. The corrected populations stay within 0.004 of the quantum ones, and the magnitudes of the coherences within 0.002. The phases of the coherences are not expected to agree, because the radiative frequency shift differs between the two calculations. The fitted quantum rate is about 0.2% below the golden-rule value at this cutoff, which is not converged. With modes up to ten or more times the gap the rate is 0.6% below it and the quantum populations above become 0.371, 0.297 and 0.185. For n₀ = 1 the corrected population still stays within 0.004 of the quantum one.

For n₀ = 0.5 the run ends at t = 4/Γ, when 1 − e^(−4) = 0.982 of the excitation has left. The coherent and incoherent energies should each be 2 eV × 0.25 × 0.982 = 0.491 eV. The corrected method gives 0.491 and 0.490 eV, and the quantum calculation gives 0.491 eV for the coherent part. The interference amplitude should be 2 × 2 eV × 0.5 × 0.5 × 0.982 = 0.98 eV, and 0.98 eV is found. One trajectory can thus miss an energy nearly as large as the initial 1 eV, while the ensemble mean drifts by at most 0.001 eV. For n₀ = 1 the largest mean drift is 0.004 eV, or 0.2% of the initial energy.

A second width, 500 Å on a 100 Å grid, tests the form factor where it matters more. The rate falls to 0.0142 eV and Λ rises to 1371 Å. The population stays within 0.002 of exponential decay, and the mean energy within 0.002 eV of its initial 1 eV.

Excitation by a pulse

Now a resonant pulse with envelope E₀ exp(−(t−t₀)²/(2τ²)) meets an emitter in its ground state. Its area is μfE₀τ√(2π) = π, which would invert the emitter fully if there were no decay. With τ = 0.4/Γ, decay acts during the pulse, whose centre reaches the emitter at t₀ = 4τ = 1.6/Γ. Averaging over the carrier, the incident energy is

U_in = ε0AE₀²cτ√π/2.

The area condition gives (μfE₀)² = π/(2τ²), and the definition of Γ gives ε0cA/(μ²f²) = ω/Γ. Hence

U_in = ω π^(3/2)/(4Γτ) = 2 eV × 5.57/1.6 = 6.96 eV.

The optical Bloch equations, integrated separately with the full carrier kept (cycle-averaged, they peak at 0.626), give a peak population of 0.628 and a final value of 0.109 at t = 4/Γ. The corrected method gives 0.628 and 0.109, with a largest deviation of 0.0012 over the run. Plain Ehrenfest dynamics peaks at 0.920 and ends at 0.747: a strongly inverted emitter has lost most of its ability to radiate, as the factor 1 − n in its decay law says. The mean energy of the corrected ensemble stays within 0.001 eV of the incident energy, although the added field now overlaps with the pulse as well as with the coherent emission. The remaining figures are in the numerical output.

Where the scheme stops

The correction contains Γ as an input. The Ehrenfest part responds to whatever field returns to the emitter, but the added terms do not. Near a mirror, or in a cavity that sends light back within the lifetime, the open-space Γ is in general the wrong rate for them. The derivation also needs a decay length c/Γ much longer than the emitter, and an excitation that changes slowly over a cycle. Several emitters, which exchange light and can decay collectively, are not treated here.

Values computed for the example and the checks

```
gap: 2.000 eV
dipole: 2.000 e*angstrom
mode area: 40.0 angstrom^2
profile width: 200.0 angstrom
grid spacing = c*dt: 80.0 angstrom
time steps: 5606; phases per ensemble: 16
form factor squared: 0.9597
self-interference length: 680.4 angstrom
self-interference length/(c*dt): 8.505
golden-rule rate: 0.017602 eV
lifetime: 37.39 fs
rate/gap: 0.00880
quantum modes: 271
quantum fitted rate: 0.017560 eV
START n=1.0: +R fitted rate 0.017611 eV
  n at 1/Gamma: Ehrenfest 1.0000, +R 0.3678, quantum 0.3701
  max error vs quantum: n 0.0037, coherence 0.0000
  max Ehrenfest error vs logistic law: 0.0000
  max energy drift: +R mean 0.00365 eV, Ehrenfest 0.0e+00 eV
START n=0.8: +R fitted rate 0.017612 eV
  n at 1/Gamma: Ehrenfest 0.5967, +R 0.2945, quantum 0.2961
  max error vs quantum: n 0.0031, coherence 0.0011
  max Ehrenfest error vs logistic law: 0.0018
  max energy drift: +R mean 0.00234 eV, Ehrenfest 1.0e-07 eV
START n=0.5: +R fitted rate 0.017616 eV
  n at 1/Gamma: Ehrenfest 0.2698, +R 0.1843, quantum 0.1851
  max error vs quantum: n 0.0023, coherence 0.0014
  max Ehrenfest error vs logistic law: 0.0014
  max energy drift: +R mean 0.00091 eV, Ehrenfest 6.8e-08 eV
smallest density-matrix determinant: 0.0e+00
n=0.5 coherent field energy: 0.4908 eV
  quantum coherent energy: 0.4908 eV
n=0.5 incoherent field energy: 0.4905 eV
single-trajectory energy error amplitude: 0.9799 eV
  interference law: 0.9817 eV
max n error if R field drives its emitter: 0.0328
WIDE emitter: width 500.0 angstrom, rate 0.014186 eV
  self-interference length: 1371.0 angstrom
  max n error 0.0013; energy drift 0.00141 eV
PULSE: duration parameter 0.40/Gamma, centre 1.60/Gamma
  incident energy: 6.9604 eV
  peak n: Ehrenfest 0.9199, +R 0.6275, Bloch 0.6284
  n at end: Ehrenfest 0.7469, +R 0.1087, Bloch 0.1092
  max error vs Bloch: Ehrenfest 0.6528, +R 0.0012
  max mean energy drift: 0.00100 eV
```
